# Emission rate at a DLTS peak from two boxcar sampling times

## Question

I am working on an exercise in deep-level transient spectroscopy. A reverse-biased diode gets a filling pulse, and then its capacitance is sampled at $t_1=1$ ms and $t_2=2$ ms after the end of the pulse. The difference $C(t_2)-C(t_1)$ is recorded while the temperature is slowly changed, and it goes through a peak. I am asked for the thermal emission rate of the trap at the temperature of the peak.

I am stuck on two points. First, I am given neither the trap depth nor the capture cross-section, so I don't see how a rate can come out at all. Second, my guess was to take the inverse of the mean sampling time, 1.5 ms, but I can't justify it. What is the rate, and why is it independent of the trap?

## Answer

The sampling times select a rate, and the trap decides at which temperature it reaches that rate. To see this, follow the signal from the trap to the capacitance and then maximize it. I use atomic units in the algebra ($\hbar=m_e=|e|=1$, $4\pi\varepsilon_0=1$).

**The transient**

Let $n(t)$ be the density of electrons held by the traps, and $e$ the emission rate per filled trap. After the pulse the traps lie in a depletion layer. Free electrons are swept out of it, so I neglect recapture. I also take the level to lie well above midgap, so that exchange with the valence band (hole emission) is negligible, and keep electron emission alone:

$$\frac{dn}{dt}=-e\,n \quad\Rightarrow\quad n(t)=n_0\,e^{-et}.$$

(In $e^{-et}$ the base is Euler's number and the exponent contains the rate.) The temperature changes so slowly that $e$ is constant during one transient.

Now the capacitance. Take donors of density $N$ and traps that are neutral when empty and negative when filled. The fixed charge density is then $N-n$, assumed uniform through a layer of width $W$. With permittivity $\kappa$, Poisson's equation gives a field of magnitude $4\pi(N-n)(W-x)/\kappa$ at depth $x$. Integrating it from $0$ to $W$ gives the total band bending

$$V=\frac{2\pi (N-n)W^2}{\kappa}.$$

The test signal is too fast for the traps to follow. It moves the layer edge by $dW$. With $\rho$ the fixed charge density at the edge, this changes the charge per area by $dQ=\rho\,dW$ and the voltage by $dV=4\pi\rho W\,dW/\kappa$. The density $\rho$ cancels in the ratio, so $C=\kappa/4\pi W$ holds whatever the traps at the edge do. The uniform charge $N-n$ used for $W$ is an idealization, however. In a real diode the traps within a distance $\lambda$ inside the edge lie below the Fermi level and stay filled. This multiplies the transient amplitude found below by about $(1-\lambda/W)^2$, a factor that depends on temperature and approaches one only at large reverse bias. Hence the capacitance per area is

$$C=\frac{dQ}{dV}=\frac{\kappa}{4\pi W}=\sqrt{\frac{\kappa (N-n)}{8\pi V}},$$

where the last form uses $W=\sqrt{\kappa V/[2\pi(N-n)]}$. Let $C_\infty$ be the value for empty traps. For $n\ll N$,

$$C(t)=C_\infty\sqrt{1-\frac{n(t)}{N}}\approx C_\infty\left[1-\frac{n(t)}{2N}\right].$$

The capacitance rises as electrons leave, so $C(t_2)-C(t_1)$ is positive:

$$S=C(t_2)-C(t_1)=\frac{C_\infty n_0}{2N}\,h(e),\qquad h(e)=e^{-et_1}-e^{-et_2}.$$

**The peak condition**

Assume that the prefactor does not depend on temperature. Then temperature enters through $e(T)$ alone, and the chain rule gives

$$\frac{dS}{dT}=\frac{C_\infty n_0}{2N}\,\frac{dh}{de}\,\frac{de}{dT}.$$

The emission rate rises with temperature (shown below), so $de/dT$ is never zero, and the peak requires $dh/de=0$. Differentiating and taking out a positive factor,

$$\frac{dh}{de}=-t_1e^{-et_1}+t_2e^{-et_2}
=t_1e^{-et_1}\left[\frac{t_2}{t_1}e^{-e(t_2-t_1)}-1\right].$$

The bracket starts at the positive value $t_2/t_1-1$ for $e=0$ and falls steadily towards $-1$. It therefore crosses zero once, from positive to negative, and the crossing is the single maximum. Setting the bracket to zero gives $e^{e(t_2-t_1)}=t_2/t_1$, and the logarithm of both sides yields

$$e_{\rm peak}=\frac{\ln(t_2/t_1)}{t_2-t_1}.$$

With your times,

$$e_{\rm peak}=\frac{\ln 2}{1\ \text{ms}}=\frac{0.6931}{10^{-3}\ \text{s}}\approx 693\ \text{s}^{-1},$$

or $1.677\times10^{-14}$ in atomic units. The time constant is $1/e_{\rm peak}=1.443$ ms, which lies between the two sampling times.

**What the number means**

At this rate half of the trapped electrons remain at 1 ms and a quarter at 2 ms, so $h=0.50-0.25=0.25$. At half the rate, too little is emitted between the samples, and $h=0.207$. At double the rate, too much has already gone before the first sample, and $h=0.188$. The peak is the compromise between these two losses.

Your guess can now be judged. Since $\ln(t_2/t_1)=\int_{t_1}^{t_2}dt/t$,

$$e_{\rm peak}=\frac{1}{t_2-t_1}\int_{t_1}^{t_2}\frac{dt}{t}.$$

The rate is the average of $1/t$ over the interval, whereas you took the inverse of the average $t$. Your value would be $1/(1.5\ \text{ms})\approx 667\ \text{s}^{-1}$, about 4% below the correct one. The two agree when the samples are close together: for $t_2\to t_1$ both tend to $1/t_1$. The average also shows that $e_{\rm peak}$ always lies between $1/t_2$ and $1/t_1$, and that doubling both times halves it.

**Where the trap parameters went**

They are in $e(T)$. Let the trap lie an energy $E$ below the conduction band edge, with a constant capture cross-section $\sigma$ and a band of effective mass $m$. In equilibrium, emission from filled traps balances capture by empty ones. If $f$ is the filled fraction and $\langle v\rangle n_c$ the density of free electrons times their mean speed,

$$e f=\sigma\langle v\rangle n_c(1-f).$$

For a degeneracy ratio of one, $(1-f)/f=e^{(E_t-\mu)/kT}$, with trap level $E_t$ and chemical potential $\mu$. For a dilute electron gas above the band edge $E_c$,

$$\langle v\rangle n_c=e^{(\mu-E_c)/kT}\;2\int\frac{d^3k}{(2\pi)^3}\,\frac{k}{m}\,e^{-k^2/2mkT}.$$

(Inside the integral $k$ is the wavenumber; in $kT$ it is Boltzmann's constant.) The angular integration gives $4\pi$, so the integral with its factor 2 becomes

$$\frac{1}{\pi^2m}\int_0^\infty k^3e^{-k^2/2mkT}\,dk=\frac{1}{\pi^2m}\,2m^2(kT)^2=\frac{2m(kT)^2}{\pi^2},$$

because $\int_0^\infty k^3e^{-ak^2}dk=1/(2a^2)$ with $a=1/(2mkT)$. The chemical potential cancels, and with $E=E_c-E_t$

$$e(T)=\frac{2}{\pi^2}\,\sigma m\,(kT)^2e^{-E/kT},\qquad
\frac{d\ln e}{d\ln T}=2+\frac{E}{kT}>0.$$

This supplies the monotonic rise used above. I assume that the same rate holds in the depletion layer, which leaves out any enhancement of emission by the electric field.

Take two model traps with round parameters:

- Trap A: $E=0.40$ eV, $\sigma=10$ Å$^2$, $m=0.1$. Scanning its signal in temperature puts the maximum at $kT=0.02318$ eV, which is 268.9 K.
- Trap B: $E=0.60$ eV, $\sigma=1$ Å$^2$, $m=0.5$. Its maximum lies at $kT=0.03455$ eV, which is 401.0 K.

The maxima were located without using the peak formula, and the emission law evaluated there gives 693.1 s$^{-1}$ for both traps (see the numerical output). The peaks are some 130 K apart, but the rate is the same. Both traps are taken to emit electrons only. For a level near midgap the transient decays at the sum $e_n+e_p$ of the electron and hole emission rates, with amplitude proportional to $e_n/(e_n+e_p)$. Trap B therefore needs a gap well above 1.2 eV. In a 1.1 eV gap, with the same $\sigma m$ for holes, hole emission would dominate and the peak would not give $e_n$.

This also tells you what a single peak cannot give. It supplies one pair $(T,e)$, which is one equation for the two unknowns $E$ and $\sigma$, even if $m$ is known. Repeating the scan with other sampling times supplies more pairs. Since

$$\ln\frac{e}{(kT)^2}=\ln\frac{2\sigma m}{\pi^2}-\frac{E}{kT},$$

a plot of the left side against $1/kT$ has slope $-E$, and its intercept gives the product $\sigma m$, hence $\sigma$ if $m$ is known. This holds for constant $E$ and $\sigma$, a degeneracy ratio of one and a single isotropic valley, as assumed here. For a many-valley band $m$ is replaced by a sum over valleys. For silicon (six valleys, $m_l=0.916$, $m_t=0.19$) this is about 2.1, so using the conductivity mass 0.26 would overestimate $\sigma$ about eightfold. If capture is thermally activated, $\sigma=\sigma_\infty e^{-E_b/kT}$, the slope becomes $-(E+E_b)$ and the intercept contains $\sigma_\infty$ instead of $\sigma$.

**How far to trust 693 per second**

Two of the assumptions can be relaxed with little work. Write $x=e^{-et_1}$. For $t_2=2t_1$ the signal is $h=x-x^2$, with its maximum at $x=1/2$.

*An amplitude that varies with temperature.* Suppose the prefactor goes as $T^p$. The maximum of $p\ln T+\ln h$ requires

$$p+s\,\frac{d\ln h}{d\ln e}=0,\qquad s=2+\frac{E}{kT}.$$

From $dx/d\ln e=-et_1x=x\ln x$ we get

$$\frac{d\ln h}{d\ln e}=\frac{(1-2x)\,x\ln x}{x-x^2}=\frac{(1-2x)\ln x}{1-x}.$$

Near the old peak put $x=\tfrac12+\delta x$. Then $1-2x=-2\,\delta x$ and $\ln x/(1-x)\approx-2\ln2$, so the derivative is $4\ln2\,\delta x$. Also $\delta x=x\ln x\,\delta\ln e=-\tfrac12\ln2\,\delta\ln e$. The derivative is therefore $-2(\ln2)^2\,\delta\ln e$, and to first order

$$\delta\ln e=\frac{p}{2(\ln 2)^2\,s}.$$

For trap A, $s=2+0.40/0.02318\approx19.26$. An amplitude falling as $1/T$ ($p=-1$) gives $\delta\ln e\approx-0.054$, hence a rate of 657 s$^{-1}$ at the peak; the full scan gives 656 s$^{-1}$. The peak temperature moves by only 0.8 K, from 268.94 to 268.17 K. Because $e$ is so steep in $T$, a small displacement of the peak is a change of about 5% in the rate.

*A trap density that is not small.* Let $r=n_0/N$ and keep the next term of $\sqrt{1-z}\approx1-z/2-z^2/8$. With $n(t_1)/N=rx$ and $n(t_2)/N=rx^2$,

$$\frac{S}{C_\infty}\approx\frac r2\left[x-x^2+\frac r4\,(x^2-x^4)\right].$$

Setting the derivative of the bracket to zero gives $1-2x+\frac r4(2x-4x^3)=0$. Inserting $x=\tfrac12+\delta x$ and keeping first order in $r$, we find $-2\,\delta x+\frac r4\cdot\frac12=0$, so $\delta x=r/16$. Since $e=-\ln x/t_1$,

$$\delta e=-\frac{\delta x}{x\,t_1}=-\frac{r}{8t_1}.$$

For $r=0.01$ this is $-1.25$ s$^{-1}$, and the full square root gives $-1.255$ s$^{-1}$, a negligible change. For $r=0.1$ the full expression puts the peak at 680 s$^{-1}$, about 2% below 693. This value belongs to the uniform-charge model; a filled zone near the layer edge lowers it by a few more s$^{-1}$.

Two further conditions concern the measurement itself. The times must be counted from the end of the filling pulse. If your instrument starts its clock a delay $t_d$ later, the true times are $t_1+t_d$ and $t_2+t_d$, and the rate becomes $\ln[(t_2+t_d)/(t_1+t_d)]/(t_2-t_1)$, which is lower. And the transient must be a single exponential. If two traps emit at comparable rates, $S$ is a sum of two terms with different $e(T)$, and the maximum of the sum need not coincide with the maximum of either term.

Under the conditions of your exercise (one trap emitting electrons only, no recapture, few traps compared with donors, constant amplitude), the answer is $e\approx693$ s$^{-1}$. In a real diode the filled zone and recapture near the layer edge can shift the rate at the peak by a few percent, less at large reverse bias.

## Computed results

```
Sampling times t1, t2: 1.0, 2.0 ms
ln(t2/t1): 0.693147 (no unit)
Peak emission rate, formula: 693.147 per second
Peak emission rate, formula: 1.6766e-14 atomic units
Emission time constant at peak: 1.4427 ms
Trapped fraction at t1: 0.5000 (no unit)
Trapped fraction at t2: 0.2500 (no unit)
Signal h at peak rate: 0.2500 (no unit)
Signal h at half the peak rate: 0.2071 (no unit)
Signal h at double the peak rate: 0.1875 (no unit)
Trap A depth: 0.40 eV
Trap A cross-section: 10.0 angstrom^2
Trap A effective mass: 0.1 electron masses
Trap A thermal energy at peak: 0.023176 eV
Trap A temperature at peak: 268.94 K
Trap A emission rate at scanned peak: 693.147 per second
Trap B depth: 0.60 eV
Trap B cross-section: 1.0 angstrom^2
Trap B effective mass: 0.5 electron masses
Trap B thermal energy at peak: 0.034552 eV
Trap B temperature at peak: 400.96 K
Trap B emission rate at scanned peak: 693.147 per second
Trap A slope d ln e / d ln T at peak: 19.259 (no unit)
Trap A peak rate, amplitude as 1/T, scanned: 655.9 per second
Same, first-order estimate: 656.7 per second
Trap A peak temperature, amplitude as 1/T: 268.17 K
Peak rate at trap/doping ratio 0.01: 691.89 per second
Shift at ratio 0.01: -1.255 per second
First-order shift at ratio 0.01: -1.250 per second
Peak rate at trap/doping ratio 0.1: 680.15 per second
```
